# Losing Silicon from a Silicon-Graphite Electrode: Effect on Incremental Capacity

## The problem

A negative electrode contains 10 percent silicon and 90 percent graphite by weight of active material. The two materials touch the same electrolyte and the same current collector, so they are in electrical parallel. The electrode is filled with lithium and then emptied very slowly against lithium metal, which supplies or accepts as much lithium as is asked of it.

Potentials $U$ are in volts against Li/Li$^+$. Charges are in mAh per gram of the original active blend, and this mass stays the reference after ageing. The usable capacities are 350 mAh/g for graphite and 3000 mAh/g for silicon, so the blend contains

$$Q_G=0.90\times350=315\ \text{mAh/g},\qquad Q_{Si}=0.10\times3000=300\ \text{mAh/g}.$$

The fractional lithium filling of component $k$ is modelled as a sum of smooth steps,

$$x_k(U)=\sum_j\frac{X_j}{1+e^{(U-U_j)/s_j}},\qquad \sum_jX_j=1 .$$

| Step | $U_j$ (V) | $X_j$ | $s_j$ (mV) |
|---|---|---|---|
| graphite 1 | 0.100 | 0.50 | 4 |
| graphite 2 | 0.140 | 0.28 | 5 |
| graphite 3 | 0.225 | 0.22 | 10 |
| silicon 1 | 0.300 | 0.45 | 35 |
| silicon 2 | 0.470 | 0.55 | 35 |

The sweep runs from 0.01 to 1.00 V. Ageing then disconnects a fraction $\lambda=0.30$ of the silicon. The graphite is untouched, and the surviving silicon keeps its filling curve.

(a) Show that the incremental capacity $h=dq/dU$ of the blend is the sum of those of its components, where $q$ is the charge removed.

(b) Find the change of $h(U)$ and the capacity lost.

(c) Find how the height of each maximum changes.

(d) Do the maxima move?

(e) How can $\lambda$ be read from the two curves?

## Hints

1. Lithium can pass from one material to the other. Ask what stops the exchange, and which quantity is then common to both.

2. Work at fixed potential. At fixed charge, the loss of silicon changes the potential, and both components then change their filling.

3. For a single step, put $z=(U-U_j)/s_j$ and write $e^z/(1+e^z)^2$ as a hyperbolic function.

4. A maximum of a sum need not lie at a maximum of either term. Expand the slope of the aged curve about the old maximum.

5. Look for a range of potential in which one component is practically empty.

## Full solution

### (a) Why the capacities add

Let $n_G$ and $n_{Si}$ be the lithium contents of the two components, expressed as charge. Moving a small charge $dn_k$ of lithium from the metal into component $k$ changes the free energy by $-U_k\,dn_k$: a positive potential against lithium metal means that insertion releases free energy. Hence

$$G=-\int_0^{n_G}U_G\,dn'-\int_0^{n_{Si}}U_{Si}\,dn'.$$

Hold the total $n=n_G+n_{Si}$ fixed. Then $dn_G=-dn_{Si}$, and

$$\left.\frac{dG}{dn_{Si}}\right|_n=-U_{Si}+U_G .$$

This vanishes when $U_G=U_{Si}=U$. A second differentiation gives

$$\left.\frac{d^2G}{dn_{Si}^2}\right|_n=-\frac{dU_{Si}}{dn_{Si}}-\frac{dU_G}{dn_G}>0,$$

because each potential falls as its material fills. Equal potential is therefore the minimum, and

$$n(U)=Q_Gx_G(U)+Q_{Si}x_{Si}(U).$$

The charge removed since the start is $q(U)=n(0.01\ \text{V})-n(U)$. Its derivative is

$$h=\frac{dq}{dU}=-\frac{dn}{dU}=h_G+h_{Si},\qquad h_k=-Q_k\frac{dx_k}{dU}>0 .$$

The minimum free energy leads to the same quantity by another route. Along the minimum, $dG_{\min}=-U\,dn_G-U\,dn_{Si}=-U\,dn$. Therefore

$$\frac{d^2G_{\min}}{dn^2}=-\frac{dU}{dn}=\frac1h .$$

This gives a test of the addition rule. The free energy was minimised numerically over the lithium split at six potentials from 0.09 to 0.30 V, for the fresh and the aged blend. The incremental capacity obtained from the curvature of the minimum agreed with $h_G+h_{Si}$ to 0.011 percent of its value at worst.

The inverse quantity does not add. At given charge, $dU/dq=1/(h_G+h_{Si})$, so a change in silicon alters the whole expression even where the graphite is unchanged.

### (b) The change of the curve and the lost capacity

For one step, with $z=(U-U_j)/s_j$,

$$-\frac{d}{dU}\frac{X_j}{1+e^z}=\frac{X_j}{s_j}\frac{e^z}{(1+e^z)^2}.$$

Dividing numerator and denominator by $e^z$ gives

$$\frac{e^z}{(1+e^z)^2}=\frac{1}{(e^{-z/2}+e^{z/2})^2}=\frac{1}{4\cosh^2(z/2)} .$$

Each step therefore contributes a symmetric peak,

$$h_j(U)=\frac{Q_kX_j}{4s_j}\,\frac{1}{\cosh^2[(U-U_j)/2s_j]},$$

of height $Q_kX_j/4s_j$. Its area over all potentials is $Q_kX_j$, since the step falls from $X_j$ to zero. A narrow step makes a tall peak without holding more charge.

Ageing replaces $Q_{Si}$ by $(1-\lambda)Q_{Si}$ and leaves both functions $x_k(U)$ alone. Subtracting the fresh curve from the aged one at the same $U$ gives

$$\boxed{\Delta h(U)=-\lambda\,h_{Si}(U)} .$$

Within the stated assumptions this holds for any $\lambda$, not just a small one. The difference curve is the silicon curve, inverted and reduced to 30 percent.

Integrating over the sweep gives the lost capacity,

$$\Delta Q=\lambda Q_{Si}\,[x_{Si}(0.01\ \text{V})-x_{Si}(1.00\ \text{V})].$$

The bracket is very nearly 1, so $\Delta Q\simeq0.30\times300=90$ mAh/g. The fresh electrode delivers 615 mAh/g, and the fade is $90/615=14.6$ percent. Ten percent of the mass holds nearly half of the capacity, which is why losing three percent of the mass costs so much.

### (c) The heights of the maxima

If a maximum moves little, its relative change in height is

$$\frac{\Delta h}{h}\simeq-\lambda\,\frac{h_{Si}}{h},$$

where $h_{Si}/h$ is the silicon share of the curve at that potential. The share decides the result, whatever name the peak carries.

Take the third graphite peak, whose maximum in the fresh blend lies at 0.2260 V. For the first silicon step, $z=(0.2260-0.300)/0.035=-2.114$, and $e^z/(1+e^z)^2=0.0961$. The prefactor is $300\times0.45/0.035=3857$ mAh/(g V), so this step contributes 371 mAh/(g V). The second silicon step has $z=-6.97$ and adds about 4. Thus

$$h_{Si}\simeq375,\qquad \frac{h_{Si}}{h}=\frac{375}{2103}=0.178 .$$

The expected change is $-0.30\times0.178=-5.3$ percent.

Direct maximisation of the fresh and aged curves gives the following heights, in mAh/(g V).

| Maximum | $U$ (V) | Fresh | Aged | Change (%) |
|---|---|---|---|---|
| graphite 1 | 0.100 | 9863 | 9859 | $-0.04$ |
| graphite 2 | 0.140 | 4453 | 4441 | $-0.27$ |
| graphite 3 | 0.226 | 2103 | 1991 | $-5.33$ |
| silicon 1 | 0.302 | 1005 | 704 | $-29.9$ |
| silicon 2 | 0.468 | 1209 | 846 | $-30.0$ |

The main graphite peak is almost blind to the loss, because silicon supplies just 0.13 percent of the curve there. The two silicon humps fall by nearly the full 30 percent. The third graphite peak lies between these cases: it stands on the rising flank of the first silicon hump, and that flank has been lowered.

A fall of 5 percent in this peak would be misread as graphite loss if the silicon background were ignored. The other two graphite peaks settle the matter. Graphite loss would lower them by a similar fraction, and here they change by less than 0.3 percent.

### (d) The positions of the maxima

Neither component's curve shifts in potential, but the maximum of their sum can. Let $U_*$ be a maximum of the fresh curve, so $h'(U_*)=0$. The aged curve is $h-\lambda h_{Si}$. Its slope at $U_*+\delta$, to first order in $\delta$, is

$$h'(U_*)-\lambda h'_{Si}(U_*)+\left[h''(U_*)-\lambda h''_{Si}(U_*)\right]\delta .$$

The first term is zero. Setting the rest to zero gives

$$\delta=\frac{\lambda h'_{Si}}{h''-\lambda h''_{Si}},$$

with every derivative taken at $U_*$. The denominator is the curvature of the aged curve, which is negative near a maximum. Where the silicon background rises with potential, $h'_{Si}>0$ and $\delta<0$: removing a rising background lets the peak slide back to lower potential.

For the third graphite peak the formula gives $-0.298$ mV, and direct maximisation gives $-0.297$ mV. The fresh maximum stood 1.0 mV above the graphite step at 0.225 V, and the loss of silicon takes back about 0.3 mV of that.

The first silicon maximum also moves, by $-0.43$ mV, although the potential curve of silicon is unchanged. The tail of the graphite curve falls with potential there. Since the total slope vanishes at $U_*$, the silicon slope must be positive to balance it. After the loss, the graphite tail weighs relatively more and pulls the maximum down. The remaining maxima move by less than 0.01 mV.

All these shifts are much smaller than the peak widths. In this model the evidence lies in the heights and areas, not in the positions.

The statement concerns a potential axis. On a charge axis counted from the empty end, the graphite features do move, because less silicon charge separates them from that end.

### (e) Reading the lost fraction

Choose the window from 0.35 to 0.80 V. At its lower edge the graphite step of highest potential has $z=(0.350-0.225)/0.010=12.5$. The lithium it still holds is

$$315\times0.22\times e^{-12.5}\simeq3\times10^{-4}\ \text{mAh/g},$$

which is negligible. The charge removed in the window, $A$, is therefore silicon charge and scales with $1-\lambda$. It falls from 185.90 to 130.13 mAh/g, so

$$\lambda=1-\frac{130.13}{185.90}=0.300 .$$

The area and the height of a hump have different weaknesses. If the aged silicon peaks are also 10 percent broader, the area still gives a loss of 29.6 percent, whereas the height of the second silicon hump gives 35.5 percent. An error in potential acts the other way: if the aged curve reads 10 mV too high, the area gives 27.1 percent, whereas the height still gives 30 percent. It is worth comparing the two.

The curve must be differentiated with care. With uniform readings every 0.1 mAh/g, a simulated, nearly static record gave errors of up to 13 percent of $h$ between 0.07 and 0.60 V. At 0.07 V, $h$ is about 27 mAh/(g V), so one interval spans $0.1/27\ \text{V}=3.7$ mV, almost the width parameter of the first graphite step. Taking the first 2 mAh/g at intervals of 0.002 mAh/g reduced the largest error to 0.4 percent.

### The model beside real electrodes

The assumed capacities lie below the formula values of 372 mAh/g for LiC$_6$ and 3579 mAh/g for Li$_{15}$Si$_4$. The peak positions and widths are rough values for slow delithiation of graphite and amorphous silicon, not fits to a measured electrode. In particular, the model graphite is empty above 0.35 V only because its last step has a thin logistic tail. Real graphite releases its last lithium over a sloping tail that reaches well above this potential, and conductive carbon stores some charge there too. If a charge $g$ that does not age lies in the window, the window method returns $\lambda A/(A+g)$, for example 29.2 percent for $g=5$ mAh/g, so $g$ should be measured and subtracted. Silicon filled slowly down to 0.01 V can instead form crystalline Li$_{15}$Si$_4$, which empties mainly on a plateau near 0.43 V. The hump near 0.30 V then weakens or disappears, and the third graphite peak responds less to silicon loss than in the table above, hardly at all if the hump is gone. The addition rule still holds, but it needs the silicon curve that the electrode really follows. A blend with less silicon than this one has a weaker silicon signal, and one with silicon oxide in place of silicon has a differently shaped signal.

The assumption that real silicon breaks most plainly is that of a single potential curve: silicon takes up lithium at a lower potential than it releases it. As a rough model of the lithiation branch, lower both silicon steps by 0.20 V and hold the graphite fixed. The first silicon hump then lies under the main graphite peak, and the same 30 percent loss lowers that peak by 2.8 percent instead of 0.04 percent. The shift is crude: it leaves the silicon about 3 percent short of full at 0.01 V, whereas the delithiation curve starts from full silicon. The addition rule survives on each branch of a full sweep, but the silicon curve of that branch must be used. A partial cycle, which follows neither branch, needs its own curve.

Temperature matters as well. If all peak widths grow in proportion to absolute temperature, with positions fixed, warming from 25 to 45 °C lowers the main peak by 6.2 percent with no loss of material. This proportionality is only an illustration. The graphite steps are much narrower than $k_BT/e\simeq26$ mV, and the widths of such narrow steps need not follow it. Curves to be compared should be taken at the same temperature.

In a full cell, two further things change. The electrodes are in series, so at equal charge it is the slopes $dU/dq$ that add in magnitude, and the electrode's own potential must be separated out before the rule is applied. Silicon that disconnects while full also takes its lithium with it, here up to 90 mAh/g, and this lithium can no longer return to the positive electrode on discharge. The lithium metal counter-electrode removes that complication from the present problem.

## Variation 1: the same fade from uniform loss

Suppose that both components lose the same fraction $f$, chosen to give the same lost capacity. Then $f=90/615=0.146$, and

$$h_{\text{aged}}=(1-f)(h_G+h_{Si})=(1-f)\,h .$$

Every maximum falls by 14.6 percent and none moves. The total capacity cannot distinguish this case from silicon loss, but the main graphite peak can: it falls by 14.6 percent here and by 0.04 percent there.

The distinction is easily blurred by normalisation. If each curve is divided by its own capacity, uniform loss disappears from view, because $h$ and the capacity shrink by the same factor. Silicon loss then makes the main graphite peak appear to grow:

$$\frac{1-0.0004}{1-0.1463}-1=+17.1\ \text{percent}.$$

No graphite has been gained. The denominator has shrunk.

For unequal losses $\lambda_G$ and $\lambda_{Si}$, the same reasoning gives

$$\Delta h=-\lambda_Gh_G-\lambda_{Si}h_{Si}.$$

The window above 0.35 V gives $\lambda_{Si}$, and the main peak gives $\lambda_G$ after the small silicon term is subtracted. This separation requires that the component curves keep their shapes.

## Variation 2: a sweep at C/20

Now empty the electrode at a constant current that would remove 615 mAh/g in 20 hours, $I=30.75$ mA/g, and use the same current after ageing. Give each component a series resistance, referred to one gram of blend: $R_G=0.1$ and $R_{Si}=0.3\ \Omega\,$g, both rough values. The measured potential is $V=U_k+I_kR_k$, so the components no longer share one internal potential.

At the main peak, graphite carries nearly all the current. The peak appears higher by $IR_G=30.75\times0.1=3.1$ mV, at 0.103 V, in both the fresh and the aged electrode. Its height changes by $-0.05$ percent on ageing, close to the static result.

Above 0.35 V, silicon carries nearly all the current. The fresh silicon lags by $IR_{Si}=9.2$ mV. After ageing, fewer particles carry the same current, the resistance becomes $R_{Si}/(1-\lambda)$, and the lag grows to 13.2 mV. When the measured potential reaches 0.35 V, the silicon is still below it and holds extra charge. To first order in the lag, the extra charge $e$ is

$$\text{fresh: }h_{Si}IR_{Si},\qquad \text{aged: }(1-\lambda)h_{Si}\frac{IR_{Si}}{1-\lambda}=h_{Si}IR_{Si}.$$

The two are equal. The peak formula gives $h_{Si}(0.35\ \text{V})\simeq745$ mAh/(g V), so $e\simeq745\times0.0092=6.9$ mAh/g. The lag at the upper edge is unimportant, because $h_{Si}$ is very small there. With $A=185.9$ mAh/g for the fresh static window, the inferred loss is

$$\lambda_{\text{est}}=1-\frac{(1-\lambda)A+e}{A+e}=\frac{\lambda A}{A+e}=\frac{0.30\times185.9}{192.8}=0.289 .$$

A simulation of the two resistive branches, with a small double-layer capacitance of 0.03 mAh/(g V) in each, gives 28.8 percent. The window method thus underestimates the loss by 1.2 percentage points at this current. The error vanishes with $e$, that is, with the current. In the same simulation at C/5000, the fresh and aged curves both agree with the addition rule to within 0.4 percent of $h$ between 0.07 and 0.60 V, although equal potential was not imposed.

This estimate assumes that resistance grows just through the loss of silicon particles. If the surviving particles also become more resistive, the extra charge after ageing exceeds that before, and the loss is underestimated further. A slower sweep or a correction for the measured lag reduces the error. The height of the second silicon hump offers a check: in this model the lag there is constant during each sweep, so it moves the hump without changing its height. The remaining digits are in the numerical output below.

## Computed results

```
LiC6 formula capacity: 372 mAh/g C
Li15Si4 formula capacity: 3579 mAh/g Si
model capacities G, Si: 350, 3000 mAh/g
silicon weight share: 10 %
blend parts Q_G, Q_Si: 315.0, 300.0 mAh/g
G step: 0.100 V, share 0.50, width 4 mV
G step: 0.140 V, share 0.28, width 5 mV
G step: 0.225 V, share 0.22, width 10 mV
Si step: 0.300 V, share 0.45, width 35 mV
Si step: 0.470 V, share 0.55, width 35 mV
cut-offs: 0.01 to 1.00 V
silicon lost: 30 %
fresh capacity in window: 614.97 mAh/g
capacity lost: 89.99 mAh/g = 14.63 %
peaks: IC in mAh/(g V)
graphite 1: at 0.1000 V, IC 9862.5 -> 9858.6
  change -0.04 %, Si share 0.13 %
  shift -0.0004 mV, formula -0.0004 mV
graphite 2: at 0.1400 V, IC 4452.7 -> 4440.8
  change -0.27 %, Si share 0.89 %
  shift -0.0038 mV, formula -0.0038 mV
graphite 3: at 0.2260 V, IC 2103.3 -> 1991.2
  change -5.33 %, Si share 17.83 %
  shift -0.2973 mV, formula -0.2981 mV
silicon 1: at 0.3019 V, IC 1004.8 -> 704.3
  change -29.90 %, Si share 99.69 %
  shift -0.4266 mV, formula -0.4259 mV
silicon 2: at 0.4682 V, IC 1208.8 -> 846.2
  change -30.00 %, Si share 100.00 %
  shift -0.0000 mV, formula 0.0000 mV
uniform loss, same fade: every peak -14.63 %
main peak after normalising: +17.10 %
charge 0.35-0.80 V: 185.90 -> 130.13 mAh/g
Si loss inferred, slow limit: 30.00 %
energy test, largest IC error: 0.0109 %
C/5000 test, largest IC error: 0.364 %
same runs, 0.1 mAh/g sampling: 13.1 %
branch resistances G, Si: 0.1, 0.3 ohm g
double layer per branch: 0.03 mAh/(g V)
C/20 current: 30.75 mA/g
C/20 main peak: 0.1031 -> 0.1031 V
C/20 main height change: -0.05 %
Si loss inferred at C/20: 28.81 %
lithiation shift of Si: -0.20 V
main peak change on lithiation: -2.77 %
main peak, 25 to 45 C: -6.20 %
```
